\section*{The Rydberg–Ritz Formula and Seaton's Threshold Theorem for a Short-Range Core}

\section{Bound levels outside a short-range core}

Suppose a calculation needs the energies of a long Rydberg series and also the phase shifts of slow electrons scattered by the same ion. One must decide how many levels to compute explicitly, and whether the scattering needs a calculation of its own. If the departure from a pure Coulomb field is confined to a small core, a few levels fix a smooth function of energy, the quantum defect. This function supplies the remaining levels and, continued through the ionization threshold, the slow-electron phase shifts.

\subsection{Model and conventions}

Hartree atomic units are used. One electron with orbital angular momentum \(l\) moves in
\begin{equation}
V(r)=-\frac1r+V_s(r),\qquad V_s(r)=0\quad (r>r_0).
\label{pot}
\end{equation}
The core potential \(V_s\) is real, independent of energy, and no more singular than \(1/r\) at the origin. The radial function \(P(r)\), which is \(r\) times the radial part of the orbital, obeys
\begin{equation}
P''=\left[\frac{l(l+1)}{r^2}+2V-2E\right]P,\qquad P\sim r^{l+1}\quad(r\to0).
\label{radial}
\end{equation}
With this fixed start at the origin, \(P\) and \(P'\) at \(r_0\) are analytic functions of \(E\): the equation contains \(E\) linearly, and its solution over a finite interval by iteration is a convergent power series in \(E\).

Below threshold write \(E=-1/(2\nu^2)\) with \(\nu>0\); above it write \(E=k^2/2\). The Wronskian is \(W[u,v]=uv'-u'v\). It is independent of \(r\) when \(u\) and \(v\) solve the same radial equation. The task is to find two Coulomb solutions that are real and smooth in \(E\) through \(E=0\), and to express the decaying solution in them.

\subsection{The regular Coulomb solution}

Let \(l\) be replaced for the moment by a non-integer \(\lambda\) close to it. For \(V=-1/r\), insert \(u=r^{\lambda+1}e^{-r/\nu}w(z)\), \(z=2r/\nu\), in the radial equation. The terms in \(1/r^2\) and \(1/\nu^2\) cancel, leaving
\begin{equation}
zw''+(2\lambda+2-z)w'-(\lambda+1-\nu)w=0 ,
\end{equation}
which is Kummer's equation. Its regular solution is \(M(a,b,z)=\sum_j (a)_jz^j/[(b)_jj!]\), with \((a)_j=a(a+1)\cdots(a+j-1)\). Define
\begin{equation}
f_\lambda=\frac{(2r)^{\lambda+1}}{\Gamma(2\lambda+2)}\,e^{-r/\nu}
M\!\left(\lambda+1-\nu,2\lambda+2,\frac{2r}{\nu}\right).
\label{f}
\end{equation}
As a power series \(f_\lambda=\sum_j c_jr^{\lambda+1+j}\), the radial equation requires
\begin{equation}
j(2\lambda+1+j)\,c_j=-2c_{j-1}-2E\,c_{j-2},\qquad c_0=\frac{2^{\lambda+1}}{\Gamma(2\lambda+2)} .
\label{rec}
\end{equation}
Each \(c_j\) is a polynomial in \(E\), so \(f_\lambda\) is an entire function of \(E\), although \(\nu\) is singular at threshold.

The radial equation is unchanged by \(\lambda\to-\lambda-1\), so \(f_{-\lambda-1}\) is also a solution. Near the origin the two behave as \((2r)^{\lambda+1}/\Gamma(2\lambda+2)\) and \((2r)^{-\lambda}/\Gamma(-2\lambda)\). Their constant Wronskian follows from these leading terms:
\begin{equation}
W[f_\lambda,f_{-\lambda-1}]
=\frac{2(-\lambda-\lambda-1)}{\Gamma(2\lambda+2)\Gamma(-2\lambda)}
=\frac{-2}{\Gamma(2\lambda+1)\Gamma(-2\lambda)}
=\frac{2}{\pi}\sin2\pi\lambda .
\label{wr}
\end{equation}
The last step uses \(\Gamma(x)\Gamma(1-x)=\pi/\sin\pi x\) at \(x=-2\lambda\).

At integer \(l\) the Wronskian vanishes and the solutions coincide up to a factor. To find it, use \((b)_j\Gamma(b)=\Gamma(b+j)\) with \(b=-2\lambda\):
\begin{equation}
f_{-\lambda-1}=(2r)^{-\lambda}e^{-r/\nu}\sum_{j=0}^{\infty}
\frac{(-\lambda-\nu)_j}{\Gamma(j-2\lambda)\,j!}\left(\frac{2r}{\nu}\right)^j .
\end{equation}
At \(\lambda=l\) the terms with \(j\le2l\) vanish. The first survivor, \(j=2l+1\), is proportional to \(r^{l+1}\). Comparing it with the first term of \(f_l\) gives
\begin{equation}
\frac{f_{-l-1}}{f_l}=\frac{(-l-\nu)_{2l+1}}{\nu^{2l+1}}
=-\prod_{p=-l}^{l}\frac{\nu+p}{\nu}=-A,\qquad
A=\prod_{p=1}^{l}(1+2p^2E).
\label{A}
\end{equation}
The minus sign comes from reversing an odd number of factors. The final form pairs \(p\) with \(-p\) and uses \(1/\nu^2=-2E\). For \(l=0\), \(A=1\).

\subsection{A second solution that is smooth at threshold}

Introduce
\begin{equation}
A_\lambda=\frac{\Gamma(\nu+\lambda+1)}{\nu^{2\lambda+1}\Gamma(\nu-\lambda)},\qquad
g_\lambda=\frac{A_\lambda\cos(2\pi\lambda)f_\lambda+f_{-\lambda-1}}{\sin2\pi\lambda}.
\label{g}
\end{equation}
At \(\lambda=l\), \(A_\lambda\) becomes \(A\), so the numerator of \(g_\lambda\) vanishes by (\ref{A}) and the limit \(g=g_l\) is finite. The \(f_\lambda\) part of \(g_\lambda\) does not contribute to \(W[f_\lambda,g_\lambda]\), so (\ref{wr}) gives
\begin{equation}
W[f,g]=\frac2\pi,\qquad f\equiv f_l .
\label{wfg}
\end{equation}

Differentiate numerator and denominator with respect to \(\lambda\). The cosine has zero slope at an integer, and therefore
\begin{align}
g&=\frac1{2\pi}\left[A\,\partial_\lambda f_\lambda+\partial_\lambda f_{-\lambda-1}
+A\,\mathcal G f\right]_{\lambda=l},\label{gder}\\
\mathcal G&=\psi(\nu+l+1)+\psi(\nu-l)-2\ln\nu ,
\end{align}
where \(\psi=\Gamma'/\Gamma\). The first two terms of \(g\) have power series in \(r\), apart from a factor \(\ln r\), whose coefficients are polynomials in \(E\). The behaviour at threshold is decided by \(\mathcal G\).

From \(\psi(x+1)=\psi(x)+1/x\),
\begin{equation}
\mathcal G=2\psi(\nu)+\frac1\nu-2\ln\nu
+\sum_{p=1}^{l}\left(\frac1{\nu+p}-\frac1{\nu-p}\right).
\end{equation}
The sum equals \(\sum_p4pE/(1+2p^2E)\), and multiplication by \(A\) makes it a polynomial. For the rest, start from Gauss's integral \(\psi(\nu)=\ln\nu+\int_0^\infty[s^{-1}-(1-e^{-s})^{-1}]e^{-\nu s}ds\) and the expansion
\begin{equation}
\frac1{1-e^{-s}}-\frac1s-\frac12=2\int_0^\infty\frac{\sin st}{e^{2\pi t}-1}\,dt .
\end{equation}
Since \(\int_0^\infty e^{-\nu s}\sin st\,ds=t/(t^2+\nu^2)\),
\begin{equation}
2\psi(\nu)+\frac1\nu-2\ln\nu=-4\int_0^\infty\frac{t\,dt}{(t^2+\nu^2)(e^{2\pi t}-1)}
=8E\int_0^\infty\frac{t\,dt}{(1-2Et^2)(e^{2\pi t}-1)} .
\label{binet}
\end{equation}
This depends on \(\nu\) through \(\nu^2\), and so on \(E\) itself. For \(E\le0\) the denominator does not vanish, and the exponential permits any number of derivatives under the integral.

For \(E>0\) there is a pole at \(t=1/k\). We define the real function \(g\) there by the principal value. It is the average of the integrals along the rays \(t=|t|e^{\pm i\varphi}\), with small \(\varphi>0\). On them \(|1-2Et^2|\ge\sin2\varphi\), so any number of derivatives may again be taken down to \(E=0\). There the rays can be turned back to the real axis, and the derivatives equal those reached from below. Hence \(g\) is smooth through threshold. It need not have a convergent Taylor series there.

At \(E=0\), (\ref{rec}) and (\ref{g}) reduce to Bessel functions,
\begin{equation}
f=\sqrt{2r}\,J_{2l+1}(\sqrt{8r}),\qquad g=\sqrt{2r}\,Y_{2l+1}(\sqrt{8r}).
\label{bessel}
\end{equation}

\subsection{The decaying solution}

For large \(|z|\), the part of \(M(a,b,z)\) that carries \(e^z\) is
\begin{equation}
M(a,b,z)\;\to\;\frac{\Gamma(b)}{\Gamma(a)}\,e^zz^{a-b}.
\label{asym}
\end{equation}
It comes from the end \(t=1\) of Euler's integral, in which \(M\) is \(\Gamma(b)/[\Gamma(a)\Gamma(b-a)]\) times \(\int_0^1e^{zt}t^{a-1}(1-t)^{b-a-1}dt\): put \(t=1-s/z\). Recurrence relations in \(a\) and \(b\) extend it to parameters for which the integral diverges. The end \(t=0\) gives a part without \(e^z\).

Below threshold, (\ref{asym}) gives the growing parts
\begin{equation}
f_\lambda\to\frac{\nu^{\lambda+1}}{\Gamma(\lambda+1-\nu)}\,e^{r/\nu}\left(\frac{2r}\nu\right)^{-\nu},\qquad
f_{-\lambda-1}\to\frac{\nu^{-\lambda}}{\Gamma(-\lambda-\nu)}\,e^{r/\nu}\left(\frac{2r}\nu\right)^{-\nu}.
\end{equation}
The combination in which they cancel is
\begin{equation}
\frac{\nu^{-\lambda}}{\Gamma(-\lambda-\nu)}f_\lambda-\frac{\nu^{\lambda+1}}{\Gamma(\lambda+1-\nu)}f_{-\lambda-1}.
\label{comb}
\end{equation}
By the reflection formula, \(1/\Gamma(-\lambda-\nu)=-\Gamma(\nu+\lambda+1)\sin\pi(\nu+\lambda)/\pi\) and \(1/\Gamma(\lambda+1-\nu)=\Gamma(\nu-\lambda)\sin\pi(\nu-\lambda)/\pi\). Taking out the common factor \(-\nu^{\lambda+1}\Gamma(\nu-\lambda)/\pi\) leaves
\begin{equation}
A_\lambda\sin\pi(\nu+\lambda)f_\lambda+\sin\pi(\nu-\lambda)f_{-\lambda-1}.
\end{equation}
Now write \(\sin\pi(\nu+\lambda)=\sin\pi(\nu-\lambda)\cos2\pi\lambda+\cos\pi(\nu-\lambda)\sin2\pi\lambda\) and divide by \(\sin2\pi\lambda\). The result is \(A_\lambda\cos\pi(\nu-\lambda)f_\lambda+\sin\pi(\nu-\lambda)g_\lambda\). At \(\lambda=l\), apart from a factor \((-1)^l\), it becomes
\begin{equation}
D=A f\cos\pi\nu+g\sin\pi\nu ,\qquad \nu>l .
\label{D}
\end{equation}
The rapid dependence on energy near threshold is now contained in \(\cos\pi\nu\) and \(\sin\pi\nu\).

\subsection{Matching and the Ritz formula}

Outside \(r_0\), \(P\) is a combination of \(f\) and \(g\). Up to normalization write
\begin{equation}
P\propto Af-Kg\qquad(r\ge r_0).
\label{outer}
\end{equation}
Then \(W[P,f]\) and \(W[P,g]\) are proportional to \(KW[f,g]\) and \(AW[f,g]\), so
\begin{equation}
K(E)=A\,\frac{W[P,f]}{W[P,g]}\bigg|_{r_0},\qquad \tan\pi\mu(E)=K(E).
\label{K}
\end{equation}
For \(E>-1/(2l^2)\), which for \(l=0\) is no restriction, \(A>0\), and numerator and denominator cannot vanish together. The angle \(\pi\mu\) can therefore be followed smoothly even where \(K\) is infinite, and \(\mu(E)\) is smooth through threshold.

A bound state requires \(P\) to be proportional to \(D\). Comparison of (\ref{outer}) with (\ref{D}) gives \(\tan\pi\nu=-K=-\tan\pi\mu\), so \(\nu+\mu\) is an integer \(n\):
\begin{equation}
E_n=-\frac1{2[n-\mu(E_n)]^2}.
\label{rydberg}
\end{equation}
Expanding \(\mu\) about \(E=0\), with \(E_n=-1/(2\nu_n^2)\) and \(\nu_n=n-\mu_n\), yields
\begin{equation}
\mu_n=a+\frac{b}{(n-\mu_n)^2}+\frac{c}{(n-\mu_n)^4}+\cdots,\quad
a=\mu(0),\; b=-\frac{\mu'(0)}2,\; c=\frac{\mu''(0)}8 .
\label{ritz}
\end{equation}
This is the Rydberg--Ritz formula. It has even powers because \(\mu\) is smooth in \(E\), and it is in general an asymptotic series. In powers of \(1/n\) odd terms would appear, since \((n-a)^{-2}=n^{-2}+2an^{-3}+\cdots\).

The integer is fixed by switching \(V_s\) on continuously from zero. At the start \(\mu=0\) and \(\nu=n\), with \(n-l-1\) nodes. The node number of a given level does not change, so following \(\mu\) continuously gives \(n\) equal to the number of nodes plus \(l+1\), provided \(\nu\) stays above \(l\).

\section{The continuum, the size of the defect, and an example}

In this half \(V_s\) is the core potential inside \(r_0\), \(E=-1/(2\nu^2)\) below threshold and \(E=k^2/2\) above it. The Coulomb solutions \(f\) (regular) and \(g\) are real and smooth in \(E\), with \(W[f,g]=2/\pi\), and \(A=\prod_{p=1}^{l}(1+2p^2E)\). The regular solution with the core is \(P\propto Af-Kg\) outside \(r_0\), with \(K=\tan\pi\mu(E)\). The decaying Coulomb solution is \(D=Af\cos\pi\nu+g\sin\pi\nu\), and bound levels have \(\nu=n-\mu\).

\subsection{From the decaying solution to the outgoing wave}

Above threshold put \(\nu=i/k\), reached from \(\operatorname{Re}\nu>0\). Then \(e^{-r/\nu}=e^{ikr}\), while \(e^{2r/\nu}e^{-r/\nu}=e^{-ikr}\). The combination (\ref{comb}), built to remove the part of \(M\) that carries \(e^z\), therefore has no incoming part. This remains true in the limit \(\lambda\to l\), because the coefficient of the incoming part is a ratio of Wronskians taken at fixed \(r\), which is continuous in \(\lambda\). So (\ref{D}) continues to the outgoing Coulomb wave, provided the second solution is continued as well.

That continuation differs from the real \(g\) by the contribution of the pole in (\ref{binet}). Since \(\nu^2\to-1/k^2+i0\), the rule \(1/(x+i0)=\mathrm{P}(1/x)-i\pi\delta(x)\) gives the imaginary part
\begin{equation}
\operatorname{Im}\mathcal G
=4\pi\int_0^\infty\frac{t\,\delta(t^2-k^{-2})}{e^{2\pi t}-1}\,dt
=\frac{2\pi}{e^{2\pi/k}-1},
\end{equation}
because \(\delta(t^2-k^{-2})=\delta(t-1/k)/(2t)\) on this interval. By (\ref{gder}), \(\mathcal G\) enters \(g\) with the factor \(Af/(2\pi)\). The continued function is thus \(g+iAf/(e^{2\pi/k}-1)\).

With \(x=\pi/k\), \(\cos\pi\nu=\cosh x\) and \(\sin\pi\nu=i\sinh x\), the continued \(D\) is
\begin{equation}
Af\left[\cosh x-\frac{\sinh x}{e^{2x}-1}\right]+ig\sinh x
=\frac{e^x}{2}\left[Af+i(1-e^{-2x})g\right].
\end{equation}
Here \(\sinh x/(e^{2x}-1)=e^{-x}/2\) was used. Hence
\begin{equation}
\text{outgoing wave}\propto Af+iBg,\qquad B=1-e^{-2\pi/k}.
\label{out}
\end{equation}

\subsection{Seaton's theorem}

Let \(F\) and \(G\) be the standard real Coulomb waves. \(F\) is regular and behaves at large \(r\) as \(\sin\theta\), and \(G\) behaves as \(\cos\theta\), where \(\theta=kr+k^{-1}\ln(2kr)+\text{constant}\). The constant, which contains the Coulomb phase, is the one that belongs to the regular solution. Then \(G+iF\) is outgoing, and by (\ref{out}) equals \(C(Af+iBg)\) for some complex constant \(C=c_1+ic_2\). Its imaginary part is
\begin{equation}
F=c_2Af+c_1Bg .
\end{equation}
Regularity at the origin requires \(c_1=0\), so
\begin{equation}
F=c_2Af,\qquad G=-c_2Bg .
\end{equation}

The phase shift \(\delta\) relative to Coulomb waves is defined by the asymptotic form \(\sin(\theta+\delta)\) of the solution with the core. Outside \(r_0\) that solution is
\begin{equation}
F\cos\delta+G\sin\delta\;\propto\;Af\cos\delta-Bg\sin\delta .
\end{equation}
Comparison with \(P\propto Af-Kg\) gives \(K=B\tan\delta\), that is,
\begin{equation}
\tan\pi\mu(E)=\left(1-e^{-2\pi/k}\right)\tan\delta(E),\qquad E=\frac{k^2}{2}>0 .
\label{seaton}
\end{equation}
As \(k\to0\) the exponential vanishes and
\begin{equation}
\pi\mu(0)=\delta(0^+).
\label{thr}
\end{equation}
This is Seaton's theorem. A tangent fixes an angle modulo \(\pi\). If both angles are followed from zero while \(V_s\) is switched on, they pass through multiples of \(\pi/2\) together, because \(B>0\). Equation (\ref{thr}) then holds without an added multiple of \(\pi\).

The function \(e^{-2\pi/k}\) vanishes at threshold faster than any power of \(E\), and so do its derivatives. Therefore \(\pi\mu\) and \(\delta\) share their threshold expansion, not merely their limit. Replacing \(1/\nu^2\) by \(-k^2\) in the Ritz series gives
\begin{equation}
\frac{\delta}{\pi}\sim a-bk^2+ck^4+\cdots\qquad(k\to0^+).
\label{cont}
\end{equation}

For an attractive core the physical picture is that inside and just outside the core the attraction makes the local kinetic energy much larger than \(|E|\). There the electron moves almost identically whether it is barely bound or barely free. The Bessel functions (\ref{bessel}) show what the defect does to the wave. At \(E=0\) and large \(r\), \(f\cos\pi\mu-g\sin\pi\mu\) is proportional to
\begin{equation}
r^{1/4}\cos\!\left[\sqrt{8r}-\tfrac12(2l+1)\pi-\tfrac14\pi+\pi\mu\right].
\end{equation}
A positive \(\mu\) advances the phase and draws the outer nodes inward, as an attractive core should. Below threshold this shift changes the energies at which the wave can decay; above threshold it is observed as scattering.

\subsection{How the core potential sets the defect}

From the radial equations with and without the core, \((W[f,P])'=fP''-f''P=2V_sfP\). Normalize \(P\) to equal \(Af-Kg\) outside. The Wronskian vanishes at the origin, and at \(r_0\) it is \(-KW[f,g]=-2K/\pi\). Integration gives
\begin{equation}
K=\tan\pi\mu=-\pi\int_0^{r_0}f\,V_s\,P\,dr .
\label{green}
\end{equation}
No weakness of the core has been assumed. If \(V_s\) is weak enough that \(P\approx Af\) inside the core, then to first order
\begin{equation}
\mu\approx-\int_0^{r_0}A f^2V_s\,dr .
\label{first}
\end{equation}

Ordinary perturbation theory for a hydrogenic level must agree, which requires the norm of \(f\) at \(\nu=n\). Differentiating the radial equation with respect to \(E\) gives \((W[D,\partial_ED])'=-2D^2\). Since \(D\) and \(\partial_ED\) decay, integration from \(r\) to infinity gives
\begin{equation}
\int_r^\infty D^2dr'=\tfrac12W[D,\partial_ED](r).
\end{equation}
At \(\nu=n\), \(D=(-1)^nAf\). With \(d\nu/dE=\nu^3\), its derivative is \((-1)^n[\partial_E(Af)+\pi n^3g]\). Let \(r\to0\): the Wronskian of the two regular functions vanishes, and the other term is \(\pi n^3A\,W[f,g]=2n^3A\). Thus \(\int_0^\infty A^2f^2dr=n^3A\), and the normalized hydrogenic function satisfies
\begin{equation}
P_{nl}^2=\frac{A f^2}{n^3}.
\label{norm}
\end{equation}
The first-order shift is \(\Delta E=n^{-3}\int Af^2V_s\,dr\). Expanding \(-\tfrac12(n-\mu)^{-2}\) to first order in \(\mu\) gives \(\Delta E=-\mu/n^3\), and the two together reproduce (\ref{first}). The \(n^{-3}\) law expresses the decreasing probability of finding a Rydberg electron near the core; \(\mu\) is what remains when this factor is removed.

\subsection{A core made of a screened charge}

Take a nuclear charge \(Z=3\) surrounded by \(Z-1=2\) units of electronic charge on a sphere of radius \(r_0=1\) bohr. These are round model parameters. Then
\begin{equation}
V_s=-(Z-1)\left(\frac1r-\frac1{r_0}\right)\quad(r<r_0),
\end{equation}
and the total potential inside is \(-Z/r+(Z-1)/r_0\). In the variable \(Zr\) the inner equation is a unit-charge Coulomb equation at energy \([E-(Z-1)/r_0]/Z^2\). So \(P\) inside is the function \(f\) with these arguments, and (\ref{K}) gives \(\mu(E)\). Five-point differences of \(\mu(E)\) about \(E=0\), with step 0.002 hartree, give the Ritz coefficients:
\begin{center}
\begin{tabular}{lrrr}
series & \(a\) & \(b\) & \(c\)\\
\(s\) & 0.437258 & 0.02294 & \(-0.00013\)\\
\(p\) & 0.034440 & \(-0.03150\) & \(-0.00319\)\\
\(d\) & 0.000140 & \(-0.00069\) & 0.00051
\end{tabular}
\end{center}
In this finite-range model the defect falls rapidly with \(l\), since \(f^2\) starts as \(r^{2l+2}\) and the centrifugal barrier keeps the electron out of the core. The model is not a lithium atom. In a real ion the non-penetrating defects are set mainly by core polarization: a tail \(-\alpha/(2r^4)\) gives, by (\ref{first}) extended to all \(r\), a \(d\) defect of about \(0.01\alpha\), or 0.002 for \(\alpha\approx0.19\) bohr\(^3\) as in Li\(^+\), more than ten times the value in the table.

The levels were found separately, by Runge--Kutta integration of the radial equation outward from the origin and inward from large \(r\). The energy was adjusted until the Wronskian of the two solutions at \(r_0\) vanished, and the nodes were counted to assign \(n\). For \(10s\) this gives \(\nu=9.56249\), or \(\mu=0.437509\). The Ritz formula gives
\begin{equation}
0.437258+\frac{0.02294}{9.56249^2}=0.437258+0.000251=0.437509 .
\end{equation}

For the continuum, regular solutions with and without \(V_s\) were integrated to \(r=2\) bohr. Each was combined with the outgoing Coulomb wave \(h\) into \(h(r_1)u(r_2)-h(r_2)u(r_1)\), with \(r_1=1\) and \(r_2=2\) bohr. Like a Wronskian, this form vanishes for \(u=h\). For \(u=F\cos\delta+G\sin\delta\) and \(h=G+iF\) it is \(e^{-i\delta}\) times its value for \(u=F\), so the ratio of the two results gives \(\delta\). At \(k=0.10\) bohr\(^{-1}\) the \(s\) wave has \(\delta/\pi=0.437029\). Equation (\ref{cont}) with the bound-state coefficients gives \(0.437258-0.02294\times0.0100=0.437029\).

A quadratic in \(1/\nu^2\) through the \(10s\), \(14s\) and \(20s\) defects extrapolates to 0.437258. A quadratic in \(k^2\) through the phase shifts at \(k=0.05\), 0.10 and 0.15 bohr\(^{-1}\) also extrapolates to \(\delta/\pi=0.437258\). For the \(p\) series both limits are 0.034440, and for the \(d\) series 0.000140.

The exponential factor matters at higher energy. At \(k=2\) bohr\(^{-1}\), \(B=0.9568\), and the \(p\) wave has \(\delta/\pi=0.1149\). Then \(\tan\delta=0.3775\), \(B\tan\delta=0.3612\), and (\ref{seaton}) gives \(\mu=0.1103\). Identifying \(\mu\) with \(\delta/\pi\) here would overestimate \(\mu\) by about 4\%.

\subsection{What the coefficients show}

The signs of \(b\) differ: the \(s\) defect decreases along the series towards threshold, while the \(p\) and \(d\) defects increase. For small \(K\), \(\mu\approx K/\pi\), and \(K\) contains the factor \(A\) explicitly. For \(p\) states \(A=1-1/\nu^2\), which by itself contributes \(-a=-0.034\) to \(b\); the full value is \(-0.0315\). For \(d\) states \(A=(1-1/\nu^2)(1-4/\nu^2)=1-5/\nu^2+4/\nu^4\). This contributes \(-5a=-0.00070\) to \(b\) and \(4a=0.00056\) to \(c\), close to the full values. For \(s\) states \(A=1\), so their energy dependence comes from the ratio of Wronskians in (\ref{K}).

The first-order formula (\ref{first}) at threshold gives 0.497, 0.0227 and 0.000128 for \(s\), \(p\) and \(d\), against 0.437, 0.0344 and 0.000140. The \(s\) estimate differs by only 14\% of the true defect, but it is not in the weak-core regime: \(K=\tan(0.437\pi)\) is about 5. The \(p\) estimate is 34\% too small although \(K\) is only 0.109. By (\ref{green}), the ratio of \(K\) to its first-order value, \(0.109/0.0712=1.53\), is the average of \(P/(Af)\) over the core with weight \(f^2V_s\). In this weighted average the core enhances the \(p\) wave by about half; the ratio itself falls from about 2.5 near the nucleus to about 1.2 at \(r_0\). A small defect does not by itself justify replacing \(P\) by \(Af\).

For the \(4s\) level, keeping \(a\) alone gives \(\nu=3.56274\) and \(E=-0.039391\) hartree. Its error relative to the directly integrated level is \(4.0\times10^{-5}\) hartree, or 0.10\% of the level energy. Including \(b\) and solving \(\nu=4-a-b/\nu^2\) by iteration gives \(\nu=3.56093\) and
\begin{equation}
E_{4s}=-\frac{1}{2(3.56093)^2}=-0.039431\ \text{hartree}=-1.0730\ \text{eV}.
\end{equation}
The error is then about \(1.5\times10^{-8}\) hartree with unrounded coefficients, and \(1.9\times10^{-8}\) hartree with the rounded values of the table. For this model, two coefficients suffice for the \(s\) levels from \(n=4\) upward unless such small errors matter.

\subsection{Where the result fails}

The proof needs a core potential that ends at a finite radius. A polarizable core adds a tail proportional to \(r^{-4}\). To first order, and with the semiclassical average \(f^2\propto(2E+2/r)^{-1/2}\), which is \(\sqrt{r/2}\,(1+Er)^{-1/2}\), the tail beyond a radius \(R\) contributes in proportion to \(\int u^2(u+E)^{-1/2}du\), with \(u=1/r\) and upper limit \(1/R\). With \(w=u+E\) the antiderivative is \(\tfrac25w^{5/2}-\tfrac43Ew^{3/2}+2E^2w^{1/2}\). Below threshold the lower limit is the turning point \(w=0\), where this vanishes, and the result is analytic in \(E\). Above threshold the lower limit is \(u=0\), or \(w=E\), which subtracts \(\tfrac{16}{15}E^{5/2}\), proportional to \(k^5\). The estimate suggests that the levels keep their Ritz series, while the phase shift follows (\ref{cont}) only through \(k^4\) and then acquires an odd power of \(k\) that the levels do not determine.

The core must also act as a fixed potential. If it can be excited at an energy near the series, the outer electron exchanges energy with it. A level of another configuration can then make \(\mu\) vary strongly over a few members of the series, and several coupled channels are needed. Finally, the decaying solution (\ref{D}) was stated for \(\nu>l\). For non-integer \(\nu<l\) the same derivation holds, and a level drawn that deeply into the core still satisfies \(\tan\pi\nu=-K\). At an integer \(\nu\le l\), however, \(A\) and \(\sin\pi\nu\) vanish together, so \(D\) vanishes identically and the condition is in general met without a level. The smoothness of \(\mu\) and the assignment of \(n\) were shown only for \(\nu>l\).
